# Semilocal Pseudopotential Integrals from Axial Frames and Real Wigner Matrices

## One p shell, first on the axis and then off it

Put an effective core potential at the origin and a Gaussian p shell at distance $R$ on the positive $z$ axis. Its three functions are

$$\chi_{x,y,z}=c\sqrt{\tfrac{3}{4\pi}}\,(x,\;y,\;z-R)\,e^{-\alpha|\mathbf r-R\hat{\mathbf z}|^2}.$$

A semilocal potential asks for their projections on real spherical harmonics over a sphere of radius $r$ about the origin. With $t=\cos\vartheta$ on that sphere, $|\mathbf r-R\hat{\mathbf z}|^2=r^2+R^2-2rRt$, so the exponential contains $e^{Xt}$ with $X=2\alpha rR$. Let

$$i_n(X)=\tfrac12\int_{-1}^{1}e^{Xt}P_n(t)\,dt,\qquad E=c\,e^{-\alpha(r^2+R^2)}.$$

These $i_n$ are the modified spherical Bessel functions, $i_0=\sinh X/X$ and $i_1=\cosh X/X-\sinh X/X^2$. Integration by parts gives $\int(1-t^2)e^{Xt}dt=(2/X)\int te^{Xt}dt=4i_1/X$, and hence $\int t^2e^{Xt}dt=2i_0-4i_1/X$. The projections on the three $l=1$ harmonics are therefore

$$p_{11}=\tfrac34Er\int(1-t^2)e^{Xt}dt=\frac{3Er\,i_1}{X},$$

$$p_{10}=\tfrac32E\int t(rt-R)e^{Xt}dt=3E\left[r\left(i_0-\frac{2i_1}{X}\right)-R\,i_1\right].$$

The value $p_{11}$ serves both $x$ and $y$. All mixed projections vanish, because $\int\cos\varphi\,d\varphi$, $\int\sin\varphi\,d\varphi$ and $\int\sin\varphi\cos\varphi\,d\varphi$ vanish over a full turn. Two numbers describe nine.

Now move the shell to $R\mathbf n$ in a general direction. The functions along $\mathbf n$ and across it still project as before, so the Cartesian table is

$$P_{ab}=p_{11}\,\delta_{ab}+(p_{10}-p_{11})\,n_an_b .$$

All nine entries are now in general nonzero, though they still hold two numbers. Take $\alpha=0.388$ bohr$^{-2}$, $c=0.893355$ a.u., $R=2.796795$ bohr and $r=1$ bohr. Then $X=2.1703$, $i_0=1.9921$, $i_1=1.1268$ and $E=0.029137$, which give $p_{11}=0.04538$ and $p_{10}=-0.19211$ bohr$^{-3/2}$. For $\mathbf n=(1,1,1)/\sqrt3$ each off-diagonal entry is $(-0.19211-0.04538)/3=-0.07916$, and each diagonal entry is $0.04538-0.07916=-0.03378$.

A program that tabulates $P_{ab}$ at every radius and multiplies such tables under the radial integral repeats, node after node, a piece of geometry that does not depend on $r$. The design below removes that repetition.

## The integral and the naive scheme

The semilocal operator is

$$V=\sum_{l=0}^{l_{\max}}\sum_{m=-l}^{l}|S_{lm}\rangle U_l(r)\langle S_{lm}| .$$

The purely local part of the potential is a separate integral and is left aside. $S_{lm}$ are orthonormal real harmonics: $m>0$ carries $\sqrt2\cos m\varphi$, $m<0$ carries $\sqrt2\sin|m|\varphi$, and there is no Condon–Shortley sign. For $l=1$ the order $m=-1,0,1$ means $y,z,x$. A shell of angular momentum $\lambda$ at $\mathbf A=R\mathbf n$ is

$$\chi_\mu(\mathbf r)=\mathcal S_{\lambda\mu}(\mathbf r-\mathbf A)\,g(|\mathbf r-\mathbf A|),\qquad g(s)=\sum_ic_ie^{-\alpha_is^2},$$

with $\mathcal S_{\lambda\mu}(\mathbf v)=v^\lambda S_{\lambda\mu}(\hat{\mathbf v})$. With a second shell $\lambda',\nu$ at $\mathbf B$,

$$V_{\mu\nu}=\sum_l\int_0^\infty r^2U_l\sum_mP^A_{lm,\mu}P^B_{lm,\nu}\,dr,\qquad P_{lm,\mu}(r)=\int S_{lm}\,\chi_\mu\,d\Omega .$$

For each channel and radial node the naive scheme multiplies a $(2l+1)\times(2\lambda+1)$ table by a $(2l+1)\times(2\lambda'+1)$ table, which takes $(2l+1)(2\lambda+1)(2\lambda'+1)$ products. It also has to fill both dense tables.

## Why the local frame is diagonal

Let the rotation $Q$ take $\mathbf n$ to $\hat{\mathbf z}$, and let $\mathbf u=Q\hat{\mathbf r}$. In this frame the shell functions are $\mathcal S_{\lambda k'}(r\mathbf u-R\hat{\mathbf z})\,g$. A shift along $z$ changes neither the azimuth of a point nor its distance from the axis, so the function keeps its factor $\cos k'\varphi$ or $\sin|k'|\varphi$, while $g$ does not depend on $\varphi$. Orthogonality of the azimuthal factors gives

$$\int S_{lk}(\mathbf u)\,\mathcal S_{\lambda k'}(r\mathbf u-R\hat{\mathbf z})\,g\,d\Omega=\delta_{kk'}\,p_{l|k|}(r).$$

The values for $k$ and $-k$ agree because $\cos^2k\varphi$ and $\sin^2k\varphi$ have the same integral. Only $|k|\le q=\min(l,\lambda)$ occurs, so $q+1$ radial functions replace the table.

The argument needs only that $g$ be independent of the azimuth about $\mathbf n$, which a spherical $g$ guarantees. It fails if the orbital is multiplied by a factor without axial symmetry about $\mathbf n$, such as a Jastrow factor that depends on other electrons. In quantum Monte Carlo these integrals can thus serve the calculation that supplies the orbitals, but they do not replace the angular integration over the correlated wave function.

## The rotation matrices

Define $D^l$ by $S_{lm}(\hat{\mathbf r})=\sum_kD^l_{mk}S_{lk}(Q\hat{\mathbf r})$. It is orthogonal, since both sets are orthonormal. If $\mathbf n$ has polar angles $\theta,\phi$, then $\hat{\mathbf r}=R_z(\phi)R_y(\theta)\mathbf u$, and correspondingly $D^l=Z(\phi)Y(\theta)$.

The rotation about $z$ adds $\phi$ to the azimuth. The addition formulas for cosine and sine give, for $m>0$,

$$Z_{mm}=Z_{-m,-m}=\cos m\phi,\quad Z_{m,-m}=-\sin m\phi,\quad Z_{-m,m}=\sin m\phi,$$

with $Z_{00}=1$ and zeros elsewhere.

For $Y$ start from complex harmonics with the Condon–Shortley sign and $d^l_{mk}(\theta)=\langle lm|e^{-i\theta J_y}|lk\rangle$. Evaluating a function at $R_y(\theta)\mathbf u$ amounts to rotating the function by $-\theta$, and $d^l_{km}(-\theta)=d^l_{mk}(\theta)$, so

$$Y_{lm}(R_y(\theta)\mathbf u)=\sum_kd^l_{mk}(\theta)\,Y_{lk}(\mathbf u).$$

Remove the sign by $B_m=\epsilon_mY_{lm}$, where $\epsilon_m=(-1)^m$ for $m>0$ and $1$ otherwise. The matrix for the $B_m$ is $b_{mk}=\epsilon_m\epsilon_kd^l_{mk}$, and $d^l_{-m,-k}=(-1)^{m-k}d^l_{mk}$ turns into $b_{-m,-k}=b_{mk}$. For $m>0$ the real functions are $S_{lm}=(B_m+B_{-m})/\sqrt2$ and $S_{l,-m}=(B_m-B_{-m})/(i\sqrt2)$. Inserting the transformation, and using the symmetry of $b$ to collect $B_k$ with $B_{-k}$, gives

$$S_{lm}\to\sqrt2\,b_{m0}S_{l0}+\sum_{k>0}(b_{mk}+b_{m,-k})S_{lk},$$

$$S_{l,-m}\to\sum_{k>0}(b_{mk}-b_{m,-k})S_{l,-k}.$$

Thus cosine and sine functions do not mix, and for $m,k>0$

$$Y_{\pm m,\pm k}=(-1)^{m+k}d^l_{mk}\pm(-1)^md^l_{m,-k},$$

$$Y_{m0}=\sqrt2(-1)^md^l_{m0},\quad Y_{0k}=\sqrt2(-1)^kd^l_{0k},\quad Y_{00}=d^l_{00}.$$

The elements of $d^l$ come from Wigner's finite sum, over all $s$ for which no factorial has a negative argument:

$$d^l_{mk}=\sum_s\frac{(-1)^{m-k+s}\sqrt{(l+m)!(l-m)!(l+k)!(l-k)!}}{(l+k-s)!\,s!\,(m-k+s)!\,(l-m-s)!}\,C^{2l+k-m-2s}\,\Sigma^{m-k+2s},$$

with $C=\cos(\theta/2)$ and $\Sigma=\sin(\theta/2)$. For $l=1$ the row $m=0$ of $Y$ is $(0,\cos\theta,-\sin\theta)$, which says $z=u_z\cos\theta-u_x\sin\theta$, as it should.

A third Euler angle would turn the local frame about its own axis. It would multiply $D^l$ and $D^\lambda$ on the right by matrices that mix $k$ with $-k$. Since $p_{l|k|}$ is the same for both, these matrices cancel in the projections, and two angles suffice.

## The axial radial functions

Two expansions are needed. The first moves the solid harmonic to the origin. Let $\mathcal R_{lk}=r^lP_l^k(\cos\vartheta)e^{ik\varphi}/(l+k)!$ with $k\ge0$ and $P_l^k$ without the Condon–Shortley sign. The derivative $\partial_z\mathcal R_{lk}$ is again a harmonic polynomial, of degree $l-1$ and with the same azimuthal factor, so it is a multiple of $\mathcal R_{l-1,k}$. Near the axis, at distance $\rho$ from it,

$$\mathcal R_{lk}\simeq\frac{\rho^kz^{l-k}}{2^kk!\,(l-k)!}e^{ik\varphi},$$

and its $z$ derivative is this expression with $l-1$ in place of $l$. The multiple is one. The Taylor series for a shift by $-R$ along $z$ then reads

$$\mathcal R_{\lambda k}(\mathbf v-R\hat{\mathbf z})=\sum_{j=k}^\lambda\frac{(-R)^{\lambda-j}}{(\lambda-j)!}\mathcal R_{jk}(\mathbf v).$$

The normalized $\mathcal S_{lk}$ contains $\mathcal R_{lk}$ with the factor $\sqrt{(2l+1)(l-k)!(l+k)!/4\pi}$, apart from an azimuthal normalization common to all $l$. The ratio of these factors for $\lambda$ and $j$ gives $\mathcal S_{\lambda k}(\mathbf v-R\hat{\mathbf z})=\sum_jT^k_j\mathcal S_{jk}(\mathbf v)$ with

$$T^k_j=(-R)^{\lambda-j}\left[\frac{2\lambda+1}{2j+1}\binom{\lambda-k}{\lambda-j}\binom{\lambda+k}{\lambda-j}\right]^{1/2}.$$

The second expansion is the Legendre series $e^{Xt}=\sum_n(2n+1)i_n(X)P_n(t)$, whose coefficients follow from the definition of $i_n$. Together they give

$$p_{lk}(r)=\sum_{j=k}^{\lambda}\sum_nT^k_j\,G^k_{ljn}\,F_{jn}(r),\qquad G^k_{ljn}=\int S_{lk}S_{jk}P_n\,d\Omega,$$

$$F_{jn}(r)=(2n+1)\,r^j\sum_ic_i\,e^{-\alpha_i(r-R)^2}\left[e^{-X_i}i_n(X_i)\right],\qquad X_i=2\alpha_irR .$$

Angular momentum coupling and parity restrict $n$ to $|l-j|,|l-j|+2,\dots,l+j$. After the azimuthal integral the integrand of $G$ is a polynomial in $t$, so a Gauss–Legendre rule of sufficient order evaluates it without quadrature error. The exponentials are regrouped through $-\alpha(r^2+R^2)+X=-\alpha(r-R)^2$. The bracket stays bounded, whereas $i_n(X)$ alone would overflow for tight functions far from the core.

At $R=0$ the direction $\mathbf n$ is undefined, but nothing breaks. Only $j=\lambda$ survives in $T$ and only $n=0$ in the Bessel series, so $p_{lk}=\delta_{l\lambda}r^\lambda g(r)$ for every $k$. The projection table is then proportional to $D^\lambda(D^\lambda)^T=1$, whatever frame is chosen.

## Where to put the back-transformation

Since $\mathbf r-\mathbf A=Q^T(r\mathbf u-R\hat{\mathbf z})$, the shell components transform with $D^\lambda$ just as the projector harmonics do with $D^l$. Hence

$$P_{lm,\mu}(r)=\sum_kD^l_{mk}\,p_{l|k|}(r)\,D^\lambda_{\mu k}.$$

Using this formula at every node would restore the dense tables, and with them the costly contraction. Insert it for both shells instead:

$$V_{\mu\nu}=\sum_l\sum_{kk'}D^\lambda_{\mu k}(A)\left[\sum_mD^l_{mk}(A)D^l_{mk'}(B)\right]\left[\int r^2U_l\,p^A_{l|k|}p^B_{l|k'|}dr\right]D^{\lambda'}_{\nu k'}(B).$$

Call the brackets $M^l_{kk'}$ and $I^l_{|k||k'|}$. The outer matrices do not depend on $l$, so the channels can be added first:

$$V=D^\lambda(A)\,W\,D^{\lambda'}(B)^T,\qquad W_{kk'}=\sum_lM^l_{kk'}I^l_{|k||k'|}.$$

No rotation matrix remains under the radial integral, and the back-transformation is done once per shell pair. $W$ is in general not diagonal. Each shell is diagonal in its own frame, and $M^l=D^l(A)^TD^l(B)$ links the two frames. If both centres lie in the same direction, $M^l=1$ and $W$ is diagonal.

Two s shells show what $M^l$ means. Setting $\hat{\mathbf r}=\mathbf n$ in the definition of $D^l$ gives $S_{lm}(\mathbf n)=D^l_{m0}\sqrt{(2l+1)/4\pi}$, because at the pole only $S_{l0}$ is nonzero. The addition theorem then yields $M^l_{00}=P_l(\cos\gamma)$, with $\gamma$ the angle between the centres seen from the core, and

$$V_{ss}=\sum_lP_l(\cos\gamma)\,I^l_{00}.$$

## Two hydrogen p shells in SiH$_4$

Place Si at the origin and choose an Si–H distance of 1.48 Å, or 2.796795 bohr. H$_1$ lies along $(1,1,1)$ and H$_2$ along $(-1,-1,1)$, so both have $\theta=54.7356^\circ$, with $\phi=45^\circ$ and $-135^\circ$. The shells are the most diffuse p functions of the cc-pVTZ basis, with the $\alpha$ and $c$ used at the start. The ccECP potential of silicon has two semilocal channels, in hartree with $r$ in bohr:

$$U_0=14.832760\,e^{-9.447023r^2}+26.349664\,e^{-2.553812r^2},$$

$$U_1=7.621400\,e^{-3.660001r^2}+10.331583\,e^{-1.903653r^2}.$$

Gauss–Legendre quadrature with 120 nodes on $[0,8]$ bohr gives, in hartree,

$$I^0_{00}=0.146215,\quad I^1_{00}=0.054518,\quad I^1_{01}=I^1_{10}=-0.013085,\quad I^1_{11}=0.003196 .$$

The mixed integral is negative, in line with the opposite signs of $p_{10}$ and $p_{11}$ found at 1 bohr. In the order $y,z,x$ the rotations are

$$D^1(H_1)=\begin{pmatrix}0.7071&0.5774&0.4082\\0&0.5774&-0.8165\\-0.7071&0.5774&0.4082\end{pmatrix}.$$

$D^1(H_2)$ is the same matrix with its first and third rows reversed in sign. Their product is

$$M^1=\begin{pmatrix}-1&0&0\\0&-0.3333&-0.9428\\0&-0.9428&0.3333\end{pmatrix}.$$

The middle element is $\cos\gamma=-1/3$ for the tetrahedral angle. The first says that the two local $y$ axes are antiparallel.

The $l=0$ channel enters $W_{00}$ alone, with $M^0=1$:

$$W_{00}=0.146215-0.054518/3=0.128043,\qquad W_{-1,-1}=-0.003196,$$

$$W_{01}=W_{10}=(-0.9428)(-0.013085)=0.012337,\qquad W_{11}=0.003196/3=0.001065 .$$

For the two $p_z$ functions the relevant row is $(0,0.5774,-0.8165)$ on both sides, so

$$V_{zz}=\tfrac13(0.128043)-0.9428(0.012337)+\tfrac23(0.001065)=0.03176\ \text{hartree}.$$

The full block, with rows for H$_1$ and columns for H$_2$, is

$$V=\begin{pmatrix}-0.04708&0.03942&-0.05027\\-0.03942&0.03176&-0.03942\\-0.05027&0.03942&-0.04708\end{pmatrix}\ \text{hartree}.$$

The sign change between $V_{yz}$ and $V_{zy}$ is no breach of hermiticity, since the block joins different centres. A half turn about $z$ exchanges the hydrogens and reverses $p_y$ but not $p_z$, which forces $V_{zy}=-V_{yz}$. The elements $V_{yy}$ and $V_{yx}$ differ by $0.00320$ hartree. This is the contribution of $W_{-1,-1}$, which enters them as $-\tfrac12W_{-1,-1}$ and $+\tfrac12W_{-1,-1}$, while all other terms agree.

The same routine gives the semilocal matrix for the whole molecule: 69 functions, from the ccECP cc-pVDZ basis on Si and all-electron cc-pVTZ on H. A restricted Hartree–Fock calculation with the complete silicon ccECP has a total energy of $-6.068$ hartree. Contracting its density matrix with $V$ gives a semilocal energy of $0.737$ hartree. The sign is fixed in advance: both $U_l$ are positive everywhere, so $V$ has no negative expectation value. The number belongs to this geometry, basis and mean-field state, contains no electron correlation, and is not an observable by itself. It is not converged in the basis: with ccECP cc-pVTZ and cc-pVQZ on Si, and H unchanged, the semilocal energy falls to $0.719$ and $0.708$ hartree and the total energy to $-6.082$ and $-6.085$ hartree.

## Counting the products

Count multiplications for one shell pair, starting in both schemes from the same $F_{jn}$. The axial scheme is given the products $T^k_jG^k_{ljn}$ and the $D$ matrices; the laboratory scheme is given the dense coefficients $\sum_kD^l_{mk}D^\lambda_{\mu k}T^{|k|}_jG^{|k|}_{ljn}$ formed from them. The setup of all these is left out of the counts. Let $a=2\lambda+1$, $b=2\lambda'+1$, $q=\min(l,\lambda)$, $q'=\min(l,\lambda')$. The number of radial functions that feed $p_{lk}$ is

$$h_l(\lambda,k)=\sum_{j=k}^\lambda[\min(l,j)+1],$$

because $n$ takes $\min(l,j)+1$ values for each $j$. Per radial node the axial scheme needs

$$N_{\rm ax}=\sum_l\left[\sum_{k=0}^{q}h_l(\lambda,k)+\sum_{k=0}^{q'}h_l(\lambda',k)+(q+1)+(q+1)(q'+1)\right].$$

The terms are the two tables, the weighting of one of them with $r^2U_l$ and the quadrature weight, and the contraction. Independent of the number of nodes is

$$N_0=\sum_l(2l+2)(2q+1)(2q'+1)+aKK'+aK'b,$$

with $K=2\min(l_{\max},\lambda)+1$ and $K'$ likewise. Here $2l+1$ products form each element of $M^l$, one more multiplies it by $I^l$, and the rest is the back-transformation. In the laboratory scheme each of the $(2l+1)a$ entries of a dense table is charged for all $h_l(\lambda,0)$ radial functions, even where a coefficient is zero, and likewise for the second shell; one table is then weighted, and the two are contracted. Per node this needs

$$N_{\rm lab}=\sum_l(2l+1)\left[a\,h_l(\lambda,0)+b\,h_l(\lambda',0)+a+ab\right].$$

For $\lambda=\lambda'=l_{\max}=1$ the channels $l=0$ and $l=1$ contribute $6+16=22$ to $N_{\rm ax}$ and $24+90=114$ to $N_{\rm lab}$, while $N_0=2+36+54=92$. With $\lambda=\lambda'=l_{\max}=L$ and 120 nodes:

- $L=1$: $22\cdot120+92=2732$ products against $13\,680$, a ratio of 5.0.
- $L=2$: $72\cdot120+438=9078$ against $90\,000$, a ratio of 9.9.
- $L=3$: $180\cdot120+1266=22\,866$ against $342\,720$, a ratio of 15.0.

The growth follows from the sums. For large $L$ the axial tables cost of order $L^3$ per channel and node, the dense ones $L^4$, so the saving per node grows in proportion to $L$. The fixed cost is recovered almost at once: for $L=1$ the two schemes tie at $92/(114-22)=1$ node, and for $L=2$ and $3$ the axial scheme is ahead even there.

These are ratios of products, not of running times, which also depend on memory traffic and on the Bessel functions left out here. They refer to dense laboratory tables, in which some coefficients vanish even for a general direction: for $l=j=\lambda$ and $n=0$ both $T$ and $G$ equal one for every $k$, so the coefficient is $\delta_{m\mu}$. For $L=1$ this lowers the laboratory count from 114 to 102 per node, and the axial scheme is then ahead from two nodes on. Skipping zero coefficients in both schemes, for centres in general directions, turns the three ratios into about 4.5, 9.1 and 14.0. A laboratory scheme can also use the axial structure: it forms the $p_{lk}$ first and builds each dense table from them at every node, with $q+1$ products per entry. Without skipping zeros the ratios are then 4.6, 7.2 and 9.1. Such a scheme costs of order $L^3$ per channel and node, like the axial one, so against it the saving levels off at large $L$; the growth in proportion to $L$ holds only against dense coefficients. All these laboratory schemes contract their tables at every node, and this can be avoided without any local frame. The dense coefficients do not depend on $r$, so the products $F_{jn}F_{j'n'}$ can be integrated with $r^2U_l$ first and the coefficients applied once. With $h=h_l(\lambda,0)$ and $h'=h_l(\lambda',0)$ this takes $\sum_l(h+hh')$ products per node and $\sum_l(2l+1)\,a\,h'(h+b)$ once. For $L=1,2,3$ that is 18, 84 and 276 per node and 192, 2520 and $15\,736$ once, or 2352, $12\,600$ and $48\,856$ products at 120 nodes. The ratios to the axial scheme are then only 0.86, 1.4 and 2.1: for $L=1$ the axial scheme is behind, and most of the larger ratios above come from taking the geometry out of the radial integral, not from the rotation itself. The $D$ matrices depend on the centre alone, so all its shells can share them, and $M^l$ can be shared by all shell pairs on the same two centres. The projection tables of either scheme depend on one shell only and can be reused in all its pairs. The counts above charge $M^l$ and both tables to every pair, so the ratios refer to an isolated shell pair.
